\section*{Why hydrogen's multipole induction series diverges at every distance}

\section*{Question}

I want the induction energy of a ground-state hydrogen atom in the field of a unit point charge at distance $R$. I use
\[
-\sum_{l\ge1}\frac{\alpha_l}{2R^{2l+2}},
\]
where $\alpha_l$ is the static $2^l$-pole polarizability. I expected the sum to converge once the charge is well outside the atom. At $R=6$ bohr, however, the magnitudes of the terms for $l=1,\dots,6$ are $1736$, $161$, $39.1$, $17.6$, $12.5$ and $12.9$ microhartree, and by $l=8$ the term has risen to $33.4$. Have I made a mistake in the $\alpha_l$, or must I go to larger $R$? And what energy should the sum be compared with?

\section*{Answer}

Your terms are right, and no larger $R$ will make the series converge. It is an asymptotic expansion of a finite second-order energy, which can be calculated with the charge allowed to lie inside the electron cloud.

\subsection*{The second-order problem}

I use atomic units, a fixed nucleus and the nonrelativistic 1s state $\psi_0=e^{-r}/\sqrt\pi$, with density $\rho=\psi_0^2$. A charge $q$ at $\mathbf R$ adds $V=-q/|\mathbf r-\mathbf R|$ to the electron's Hamiltonian. Its interaction with the nucleus is a constant and has no second-order effect. The second-order energy $E_2$ is proportional to $q^2$, so I set $q=1$.

Write the first-order wave function as $\psi_1=F\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$,
\[
(H_0-E_0)F\psi_0=\psi_0\left(-\tfrac12\nabla^2F+\partial_rF\right),
\]
and the first-order equation $(H_0-E_0)\psi_1=-(V-E_1)\psi_0$ becomes
\begin{equation}
\tfrac12\nabla^2F-\partial_rF=V-E_1,\qquad E_1=\langle V\rangle .
\label{eq:F}
\end{equation}
The left side times $\rho$ is $\frac12\nabla\cdot(\rho\nabla F)$. Integration by parts therefore gives
\begin{equation}
E_2=\int\rho\,(V-E_1)F\,d^3r=-\frac12\int\rho\,|\nabla F|^2\,d^3r .
\label{eq:E2}
\end{equation}

\subsection*{The polarizabilities and the divergence}

The multipole series uses $V=-\sum_l r^lP_l(\cos\theta)/R^{l+1}$ at all $r$, although this expansion holds only for $r<R$. Its $l=0$ term is a constant and causes no response. For $l\ge1$ put $F_l=f_l(r)P_l/R^{l+1}$, so that
\[
\tfrac12\left[f_l''+\frac2rf_l'-\frac{l(l+1)}{r^2}f_l\right]-f_l'=-r^l .
\]
Insert $f_l=ar^l+br^{l+1}$. The left side is $[(l+1)b-la]\,r^{l-1}-(l+1)b\,r^l$, hence $b=1/(l+1)$ and $a=1/l$. With $\int P_l^2\,d\Omega=4\pi/(2l+1)$, the energy of this multipole is
\begin{align*}
M_l&=-\frac{4}{(2l+1)R^{2l+2}}\int_0^\infty e^{-2r}
\left(\frac{r^{2l+2}}l+\frac{r^{2l+3}}{l+1}\right)dr\\
&=-\frac{4}{(2l+1)R^{2l+2}}\,\frac{(2l+2)!}{2^{2l+3}}
\left[\frac1l+\frac{2l+3}{2(l+1)}\right].
\end{align*}
The bracket equals $(2l+1)(l+2)/[2l(l+1)]$. Therefore $M_l=-\alpha_l/(2R^{2l+2})$ with
\begin{equation}
\alpha_l=\frac{(2l+2)!\,(l+2)}{2^{2l+1}\,l(l+1)},
\end{equation}
which gives $9/2$, $15$, $525/4$ for $l=1,2,3$. The ratio of successive values is
\begin{equation}
\frac{\alpha_{l+1}}{\alpha_l}=\frac{l(2l+3)(l+3)}{2(l+2)}
=l^2+\frac{5l}2-\frac12+\frac1{l+2}>l^2 .
\end{equation}
So $M_{l+1}/M_l>l^2/R^2$, and from $l\ge R$ onward the terms grow. All are negative, so the partial sums go to $-\infty$ for every finite $R$.

A larger $R$ only postpones the growth. For integer $R\ge4$, the ratio $\alpha_{l+1}/\alpha_l$ is below $R^2$ at $l=R-2$ and above it at $l=R-1$, so the smallest term is at $l=R-1$. Stirling's formula gives its size for large $R$:
\[
|M_{R-1}|=\frac{(2R)!}{(2R)^{2R}}\,\frac{R+1}{R(R-1)}
\simeq2\sqrt{\frac{\pi}{R}}\,e^{-2R}.
\]

\subsection*{The cause is the density beyond the charge}

For $r>R$ the true radial factor is $R^l/r^{l+1}$, which falls with $r$, but the series keeps the growing $r^l/R^{l+1}$. The higher part of the integrand for $\alpha_l$, $r^{2l+3}e^{-2r}$, peaks at $r=l+\frac32$, so high multipoles sample the region where the expansion is wrong. At $R=6$ the share of the $\alpha_l$ integral coming from $r>R$ is $1.5\%$ for $l=1$, $67\%$ for $l=5$ and $98\%$ for $l=8$.

Removing that density restores convergence. Let a hard wall confine the electron to $r<a<R$. The second-order energy of wave $l$ is at most $\langle v_l^2\rangle/[(2l+1)\Delta]$ in magnitude, where $v_l=r^l/R^{l+1}$ and $\Delta$ is the gap to the lowest state with $l\ge1$. Since $v_l\le a^l/R^{l+1}$, the terms are bounded by a constant times $(a/R)^{2l}$. For $a=4$ and $R=6$ bohr the sum on the radial grid settles at $-960.1$ microhartree. This is the energy of a different, compressed atom.

\subsection*{The second-order energy with penetration}

Let $s=|\mathbf r-\mathbf R|$, $u=r+s\ge R$ and $v=r-s\in[-R,R]$. With $\hat{\mathbf r}\cdot\nabla s=(r^2+s^2-R^2)/(2rs)$ and $4rs=u^2-v^2$,
\begin{align*}
|\nabla u|^2&=2\,\partial_ru=\frac{4(u^2-R^2)}{u^2-v^2},&
\nabla^2u&=\frac2r+\frac2s=\frac{8u}{u^2-v^2},\\
|\nabla v|^2&=2\,\partial_rv=\frac{4(R^2-v^2)}{u^2-v^2},&
\nabla^2v&=\frac2r-\frac2s=\frac{-8v}{u^2-v^2},
\end{align*}
and $\nabla u\cdot\nabla v=0$. Try $F=G(u)+K(v)$, and define $g=(u^2-R^2)G'$ and $k=(R^2-v^2)K'$. Multiplying \eqref{eq:F} by $(u^2-v^2)/2$ and using $s=(u-v)/2$ gives
\[
g'-g+k'-k=-(u+v)-\tfrac12E_1(u^2-v^2).
\]
This separates, with a constant $C$:
\[
g'-g=-u-\tfrac12E_1u^2+C,\qquad k'-k=-v+\tfrac12E_1v^2-C .
\]
The first solution is $g=u+1+\frac12E_1(u^2+2u+2)-C$. A term in $e^u$ is excluded because it makes \eqref{eq:E2} diverge. Regularity on the line joining nucleus and charge requires $g(R)=0$, which fixes $C=R+1+\frac12E_1(R^2+2R+2)$ and
\begin{equation}
G'=\frac{1+E_1}{u+R}+\frac{E_1}2 .
\end{equation}
The second solution is $k=v+1-\frac12E_1(v^2+2v+2)+C+De^v$. Regularity on the axis outside that line requires $k(\pm R)=0$. The condition at $v=R$ gives $D=-2(R+1)e^{-R}$. The one at $v=-R$ then reads $2+2RE_1-2(R+1)e^{-2R}=0$, or
\begin{equation}
E_1=-\frac{1-(1+R)e^{-2R}}R ,
\end{equation}
which is the mean potential, as it must be. With $t=v+R$,
\begin{equation}
k=t+2+\tfrac12E_1(t+2)(2R-t)-2(R+1)e^{t-2R}.
\end{equation}

The volume element, integrated over azimuth, is $(2\pi/R)\,rs\,dr\,ds=(\pi/4R)(u^2-v^2)\,du\,dv$, and $\rho=e^{-u-v}/\pi$. Equation \eqref{eq:E2} becomes
\[
E_2=-\frac1{2R}\int_R^\infty\!du\int_{-R}^{R}\!dv\;e^{-u-v}
\left[(u^2-R^2)G'^2+\frac{k^2}{R^2-v^2}\right].
\]
One integration in each term is elementary. Setting $u=R+t$ in the first term and $v=t-R$ in the second,
\begin{equation}
\begin{aligned}
E_2=-\frac1{2R}\bigg\{&(1-e^{-2R})\int_0^\infty e^{-t}\,t(t+2R)\,G'^2\,dt\\
&+\int_0^{2R}\frac{e^{-t}k^2}{t(2R-t)}\,dt\bigg\}.
\end{aligned}
\label{eq:exact}
\end{equation}

Two limits check this. For large $R$, $G'\simeq-(t+2)/(4R^2)$ and $k\simeq t(t+2)/(2R)$. Each integral tends to $(1/8R^3)\int_0^\infty e^{-t}t(t+2)^2dt=18/(8R^3)$, so $E_2\simeq-9/(4R^4)=-\alpha_1/(2R^4)$. For $R\to0$, $E_1\to-1$ and $G'\to-\frac12$. The first integral tends to $\frac12$ and its prefactor to $2R$, while the second integral is of order $R^3$, so $E_2\to-\frac12$. This is the $q^2$ term of $-(1+q)^2/2$, the energy of an electron bound to charge $1+q$.

\subsection*{What the series does tell you}

Let $E_{2,l}$ be the second-order energy of the true wave, with radial factor $v_l=r_<^l/r_>^{l+1}$, where $r_<$ and $r_>$ are the smaller and larger of $r$ and $R$. Different $l$ do not mix at second order, so $E_2=\sum_{l\ge0}E_{2,l}$. No term is positive and the total is finite, so this sum converges.

Its rate follows from the region near the charge. For large $l$ put $r=R(1+x/l)$, so that $v_l\simeq e^{-|x|}/R$. To leading order
\[
\frac{l^2}{2R^2}(f_{xx}-f)=-\frac{e^{-|x|}}R,\qquad
f=\frac R{l^2}(1+|x|)e^{-|x|},
\]
and
\begin{equation}
E_{2,l}\simeq-\frac2l\,R^2e^{-2R}\,\frac1R\,\frac R{l^2}\,\frac Rl
\int_{-\infty}^{\infty}(1+|x|)e^{-2|x|}dx=-\frac{3R^3e^{-2R}}{l^4}.
\end{equation}

The program compares the grid waves with this law after replacing $l$ by $l+\frac12$, which is the same to leading order. The printed ratios $0.997$ and $1.000$ at $l=40$ and $80$ refer to that form, and the second is about $0.001$ too high because of the finite grid step. Against $l^4$ the ratios are $0.949$ and $0.975$.

The multipole series is still asymptotic. Fix $L$ and let $R$ grow. For $l\le L$, the true and multipole potentials differ only at $r>R$, where the density is exponentially small, and so is the change in energy. The waves $l>L$ together contribute at most $\frac83\sum_{l>L}\langle v_l^2\rangle/(2l+1)$ in magnitude, because the gap from 1s to any state with $l\ge1$ is at least $\frac38$. The region $r<R/2$ gives $O(R^{-2L-4})$ here. The rest is exponentially small, since the singularity of the sum at $r=R$ is only logarithmic. The error after $L$ terms is thus $O(R^{-2L-4})$. Applying the same bound with $L+1$ shows that its leading part is the next term. For $L=2$, the error divided by the $l=3$ term is $1.019$ at $R=30$ and $1.005$ at $R=60$ bohr.

\subsection*{Your case, $R=6$ bohr}

Equation \eqref{eq:exact} gives $E_2=-1928.96$ microhartree, or $-52.49$ meV. Summing true partial waves from a separate radial grid calculation gives $-1928.99$ microhartree. The difference of about $0.03$ microhartree is the error of the finite grid step. It also makes the printed $l=1$ wave round to $-1724.1$; the converged value is $-1724.03$, which the table uses. The dipole term is $-4.5/(2\cdot6^4)=-1736.1\times10^{-6}$ hartree. In microhartree:

\begin{center}
\begin{tabular}{rrrr}
$l$ & $M_l$ & $E_{2,l}$ & $\sum_{j\le l}M_j-E_2$\\
1 & $-1736.1$ & $-1724.0$ & $192.8$\\
2 & $-160.8$ & $-152.2$ & $32.1$\\
3 & $-39.1$ & $-31.7$ & $-7.0$\\
4 & $-17.6$ & $-10.4$ & $-24.6$\\
5 & $-12.5$ & $-4.4$ & $-37.1$
\end{tabular}
\end{center}

The best stopping point is $l=3$, with an error of $0.4\%$ of $E_2$. The error is small there because it changes sign between $l=2$ and $l=3$. How close it comes to zero depends on $R$, and the smallest term does not mark this point. Stopping at the smallest term, $l=5$, leaves $37.1$ microhartree, or $1.9\%$, which is three times that term. The table shows why: the five multipole terms exceed the true waves by $12.1+8.6+7.4+7.2+8.1=43.4$ microhartree. The true $l=0$ wave ($-0.33$) and the waves above $l=5$ (about $-5.95$) offset only a small part of this.

The error at the smallest term drops quickly with distance, from $19\%$ of $E_2$ at $R=4$ to $0.006\%$ at $R=10$ bohr. At the four distances computed, from 4 to 15 bohr, it is between $5.5$ and $7.1$ times $e^{-2R}$ hartree. At long range a few multipoles suffice for $E_2$, because the error is of the order of the next term: at $R=10$ the $l=4$ term is $2126.25/(2\cdot10^{10})$ hartree, or $0.11$ microhartree, which is $0.05\%$ of $E_2$. At short range, multiply each term by its damping factor $E_{2,l}/M_l$ ($0.993$, $0.947$, $0.812$ for $l=1,2,3$ at $R=6$) and add the $l=0$ wave; the sum then converges to $E_2$.

$E_2$ is not the full interaction energy. It omits the first-order energy and all orders beyond $q^2$, and for a unit charge these orders exceed the truncation errors discussed above. The coefficients of $q^3$ and $q^4$ are $-312$ and $-200$ microhartree at $R=6$, and $-6.5$ and $-1.3$ microhartree at $R=10$. For $q=-1$ at $R=6$ the full interaction energy is $-1742$ microhartree. For a proton as the charge, it also misses the sharing of the electron between two equivalent centres, which a second-order treatment about one atom cannot describe: at $R=6$ the two lowest states lie at $-11969$ and $+9356$ microhartree relative to the separated atom and proton, both far from $E_2$. The numerical output below lists further terms and distances.

\section*{Numbers as computed}
\begin{verbatim}
Charge q = 1 e, distance R = 6 bohr = 3.1751 angstrom
alpha_1..alpha_6 (a.u.): 4.5, 15.0, 131.25, 2126.25, 54573.75, 2027025.0
First-order electron energy E1 = -0.1666595 Eh
Exact second-order E2 = -1928.9560 microEh = -52.4896 meV
Partial-wave sum on grid = -1928.99 microEh
True l=0 partial wave = -0.3297 microEh
l | multipole term, true wave (microEh) | true/multipole | share r>R
 1 | -1.7361e+03, -1.7241e+03 | 9.931e-01 | 0.0147
 2 | -1.6075e+02, -1.5217e+02 | 9.466e-01 | 0.0764
 3 | -3.9071e+01, -3.1717e+01 | 8.118e-01 | 0.2224
 4 | -1.7582e+01, -1.0365e+01 | 5.895e-01 | 0.4404
 5 | -1.2535e+01, -4.4015e+00 | 3.511e-01 | 0.6651
 6 | -1.2933e+01, -2.2021e+00 | 1.703e-01 | 0.8347
 8 | -3.3400e+01, -7.4301e-01 | 2.225e-02 | 0.9770
12 | -3.1616e+03, -1.5963e-01 | 5.049e-05 | 0.9999
20 | -3.4773e+10, -2.2315e-02 | 6.417e-13 | 1.0000
L | multipole sum through L (microEh) | sum minus E2 (microEh)
 1 | -1736.1111 | 192.8449
 2 | -1896.8621 | 32.0939
 3 | -1935.9336 | -6.9776
 4 | -1953.5157 | -24.5597
 5 | -1966.0511 | -37.0951
 6 | -1978.9845 | -50.0285
 8 | -2030.5720 | -101.6160
10 | -2330.2440 | -401.2880
12 | -6260.5108 | -4331.5548
15 | -651909.4626 | -649980.5066
R (bohr) | E2 (microEh) | l of smallest term | its size (microEh) | E2 minus sum through it (microEh) | same / exp(-2R) Eh | best L
 4 | -9774.2033205 | 3 | 1.001e+03 | 1.847e+03 | 5.507 | 2
 6 | -1928.9560203 | 5 | 1.254e+01 | 3.710e+01 | 6.037 | 3
10 | -233.2976812 | 9 | 2.836e-03 | 1.366e-02 | 6.628 | 6
15 | -45.1305864 | 14 | 9.816e-08 | 6.671e-07 | 7.129 | 10
Remainder after l=2 over l=3 term, R=30 and 60 bohr: 1.01854, 1.00453
True wave over large-l law, l=40 and 80, R=6 bohr: 0.9974, 1.0003
Wall at a = 4 bohr, R = 6 bohr: (a/R)^2 = 0.4444
Wall case: term ratio l=2/l=1 0.0423, l=41/l=40 0.3851
Wall case: sum through l=10, 20, 41 (microEh): -960.08398, -960.08399, -960.08399
\end{verbatim}
